# Zero-field splitting of a triplet exciton from spin-spin dipolar coupling

A triplet exciton has three spin sublevels, which need not be degenerate even without a magnetic field. One cause is the magnetic dipole coupling between its two unpaired electrons. This problem derives the tensor describing that splitting and examines how it changes as the electrons move apart.

The exciton is formed from a closed-shell reference by moving an electron from an orbital $h$, where the hole is left, to an orbital $e$. Both are real and orthonormal. The coupling is treated to first order. Spin-orbit coupling, which also splits the sublevels, is left out, as are correlation beyond the stated wavefunction, orbital relaxation and vibration. Splittings are given as frequencies in MHz and lengths in Å.

## (a) From two magnetic moments to one spin

**Question.** Two electrons with moments $\boldsymbol\mu_i=-g\mu_B\mathbf s_i$ are in a triplet state. Write their dipolar coupling in terms of the total spin $\mathbf S=\mathbf s_1+\mathbf s_2$.

**Solution.** Let $\mathbf r=\mathbf r_1-\mathbf r_2$. The two minus signs in the moments cancel in their product, so the coupling is

$$H=C\sum_{ab}t_{ab}(\mathbf r)\,s_{1a}s_{2b},\qquad t_{ab}=\frac{r^2\delta_{ab}-3r_ar_b}{r^5},\qquad C=\frac{\mu_0}{4\pi}g^2\mu_B^2 .$$

There is also a contact term proportional to $\delta(\mathbf r)$. A triplet has a symmetric spin function and hence an antisymmetric spatial function, which vanishes at $\mathbf r=0$. The contact term therefore gives nothing. The same zero makes the density grow as $r^2$ near contact, so the average of the $r^{-3}$ coupling converges.

The tensor $t$ is symmetric and traceless. Expand the total spin:

$$\sum_{ab}t_{ab}S_aS_b=\sum_{ab}t_{ab}\left(s_{1a}s_{1b}+s_{2a}s_{2b}+s_{1a}s_{2b}+s_{2a}s_{1b}\right).$$

For one spin one half, $s_as_b=\tfrac14\delta_{ab}+\tfrac i2\sum_c\epsilon_{abc}s_c$. The first piece meets the trace of $t$, which is zero. The second is antisymmetric in $a,b$ and meets a symmetric tensor. Both same-electron terms thus vanish. The two mixed terms are equal, because $t$ is symmetric and spins of different electrons commute. Hence

$$\sum_{ab}t_{ab}s_{1a}s_{2b}=\frac12\sum_{ab}t_{ab}S_aS_b .$$

Averaging over the spatial function gives

$$H=\sum_{ab}D_{ab}S_aS_b,\qquad D_{ab}=\frac C2\langle t_{ab}\rangle .$$

## (b) The antisymmetrized density and the closed shells

**Question.** Evaluate $\langle t_{ab}\rangle$ for the orbitals $h$ and $e$. What do the other, doubly occupied orbitals contribute? Extend the result to a Bethe-Salpeter triplet with many electron-hole pairs.

**Solution.** The spatial function is $\Psi=[h(1)e(2)-e(1)h(2)]/\sqrt2$. Its square is

$$\Psi^2=\tfrac12\left[h^2(1)e^2(2)+e^2(1)h^2(2)\right]-h(1)e(1)h(2)e(2).$$

Since $t(-\mathbf r)=t(\mathbf r)$, the two terms in brackets have equal averages. Therefore

$$D_{ab}=\frac C2\iint t_{ab}(\mathbf r_1-\mathbf r_2)\left[h^2(1)e^2(2)-h(1)e(1)h(2)e(2)\right]d^3r_1d^3r_2 .$$

The first density is the direct term and the second the exchange term. When they are integrated separately, a small sphere around $\mathbf r=0$ is excluded and then shrunk to zero.

For the closed shells, write the coupling in second quantization and order it relative to the filled reference. This contracts some operators over doubly occupied orbitals, with a sum over both spins.

- If one electron's operators are contracted with each other, the factor is $\mathrm{Tr}\,s_b=0$.
- If the contraction links the two electrons, the remaining one-body spin matrix is $\sum_{ab}t_{ab}s_as_b$, which part (a) showed to be zero. The orbital integrals multiplying it have the same symmetric, traceless indices.
- The fully contracted constant contains either a product of traces of $s$ or the trace of this same vanishing matrix.

The contact term need not vanish once opposite-spin pairs are present, but it is proportional to $\mathbf s_1\cdot\mathbf s_2$, a scalar in spin, so it shifts all three sublevels equally. Closed shells thus contribute nothing directly to the splitting at this order. They act through the shapes of $h$ and $e$.

Now take a triplet in the Tamm-Dancoff form, with real normalized amplitudes $A_{vc}$ for valence orbitals $v$ and conduction orbitals $c$. Define $(pq|t|rs)=\iint p(1)q(1)\,t\,r(2)s(2)$. Between the pairs $v'\to c'$ and $v\to c$, the remaining two-body operator must create electrons in $c$ and $v'$ and remove them from $c'$ and $v$. There are two ways to pair these orbitals: $cc'$ with $v'v$, or $cv$ with $v'c'$. The sign and spin factor of each depend on the pairing, not on which orbitals are used. The case $v=v'=h$, $c=c'=e$ must return the formula above, which fixes the factors as $+C/2$ and $-C/2$:

$$D_{ab}=\frac C2\sum_{vc,v'c'}A_{vc}A_{v'c'}\left[(cc'|t_{ab}|v'v)-(cv|t_{ab}|v'c')\right].$$

This formula was tested against the full coupling in a four-electron space, with two valence and two conduction orbitals and random integrals of the correct symmetry. The largest deviation was at rounding level.

## (c) The three levels

**Question.** Find the sublevel energies and transition frequencies from the principal values of $D_{ab}$.

**Solution.** Use the triplet states $T_x,T_y,T_z$ along the principal axes, for which $S_aT_b=i\sum_c\epsilon_{abc}T_c$. Then $S_kT_k=0$, and applying $S_a$ twice gives $S_a^2T_k=T_k$ for $a\ne k$. Because the tensor is traceless,

$$E_k=\sum_{a\ne k}D_a=-D_k .$$

Order the axes so that $|D_x|\le|D_y|\le|D_z|$, and define $D=\tfrac32D_z$ and $E=\tfrac12(D_x-D_y)$. Since $D_x+D_y=-\tfrac23D$, we have $D_x=-\tfrac13D+E$ and $D_y=-\tfrac13D-E$. The energies are

$$E_x=\tfrac13D-E,\qquad E_y=\tfrac13D+E,\qquad E_z=-\tfrac23D .$$

Their differences have magnitudes $2|E|$, $|D|-|E|$ and $|D|+|E|$. With $D<0$, the state $T_z$ lies highest.

## (d) A pair whose separation can be varied

**Question.** Put the unpaired electrons in normalized orbitals $A,B\propto\exp(-a|\mathbf r\mp\mathbf R/2|^2)$, with $\mathbf R$ along $z$. Find the axial parameter $D=\tfrac32D_{zz}$ at every separation, and its two limits.

**Solution.** These orbitals overlap, so the antisymmetrized product must be normalized again. With $\mathbf X=(\mathbf r_1+\mathbf r_2)/2$,

$$\left|\mathbf r_1-\tfrac{\mathbf R}2\right|^2+\left|\mathbf r_2+\tfrac{\mathbf R}2\right|^2=\left|\mathbf X+\tfrac{\mathbf r-\mathbf R}2\right|^2+\left|\mathbf X-\tfrac{\mathbf r-\mathbf R}2\right|^2=2X^2+\tfrac12|\mathbf r-\mathbf R|^2 .$$

The center-of-mass factor is common to both products and integrates out. The normalized density of the relative coordinate is

$$P(\mathbf r)=\left(\frac a\pi\right)^{3/2}\frac{e^{-a|\mathbf r-\mathbf R|^2}+e^{-a|\mathbf r+\mathbf R|^2}-2e^{-aR^2}e^{-ar^2}}{2(1-e^{-aR^2})}.$$

The last term in the numerator comes from exchange. It is spherical about $\mathbf r=0$, so its average with $t$ vanishes, but exchange still enters the denominator. The two displaced Gaussians contribute equally.

To average $t$ over one of them, use

$$\partial_a\partial_b\frac1r=-t_{ab}-\frac{4\pi}3\delta_{ab}\delta(\mathbf r).$$

The average is minus the traceless part of $\partial_a\partial_bV(R)$, where $V$ is the potential at distance $R$ from the center of a unit Gaussian charge. That potential is $V=\operatorname{erf}(\sqrt a R)/R$: it is finite at the origin, tends to $1/R$, and satisfies

$$\nabla^2V=\frac1R\frac{d^2(RV)}{dR^2}=-4\pi\left(\frac a\pi\right)^{3/2}e^{-aR^2}.$$

For a radial function, $\partial_z^2V=V''$ on the axis and the transverse second derivatives are $V'/R$. The traceless $zz$ part is therefore $\tfrac23(V''-V'/R)$, and

$$D=\frac32\cdot\frac C2\cdot\frac{-\frac23(V''-V'/R)}{1-e^{-aR^2}}=-\frac C2\,\frac{V''-V'/R}{1-e^{-aR^2}} .$$

The derivatives are

$$V'=2\sqrt{\frac a\pi}\frac{e^{-aR^2}}R-\frac{\operatorname{erf}(\sqrt aR)}{R^2},$$

$$V''=-4\sqrt{\frac a\pi}\left(a+\frac1{R^2}\right)e^{-aR^2}+\frac{2\operatorname{erf}(\sqrt aR)}{R^3}.$$

Subtracting $V'/R$ and setting $u=\sqrt aR$ gives

$$D=-\frac{3C}{2R^3}F(u),\qquad F(u)=\frac{\operatorname{erf}u-\frac{2u}{\sqrt\pi}\left(1+\frac23u^2\right)e^{-u^2}}{1-e^{-u^2}} .$$

At large $u$, $F\to1$ with corrections containing $e^{-u^2}$. This leaves the point-dipole law $D=-3C/(2R^3)$.

At small $u$, the function $f=e^{u^2}\int_0^ue^{-x^2}dx$ obeys $f'=1+2uf$, so $f=u+\tfrac23u^3+\tfrac4{15}u^5+\dots$. Since $\operatorname{erf}u=2e^{-u^2}f/\sqrt\pi$, the first two terms cancel in the numerator of $F$. What remains is $8u^5/(15\sqrt\pi)$ over $u^2$, and

$$D\to-\frac{3C}{2R^3}\,\frac{8a^{3/2}R^3}{15\sqrt\pi}=-\frac{4Ca^{3/2}}{5\sqrt\pi}\qquad(R\to0).$$

The limit is finite because the orbitals have finite size. It is nonzero because of antisymmetry. The plain product $A(1)B(2)$ lacks the denominator $1-e^{-u^2}$ and would give $D\propto u^5/R^3\propto R^2\to0$. The normalized antisymmetric relative function instead tends to a multiple of $z\,e^{-ar^2/2}$, which is elongated along $z$ even when the orbital centers merge.

For numbers, $C=52041$ MHz Å³; take $a=1$ Å⁻². At $R=2$ Å, $u=2$ and

$$F=\frac{0.9953-0.1516}{1-0.0183}=0.8595,\qquad D=-\frac{78061.5}{8}\times0.8595\approx-8387\ \text{MHz}.$$

At 1 Å, $F$ is 0.239; it reaches 0.99 at 2.73 Å. The limit at zero separation is $-23489$ MHz. Direct quadrature of $t_{zz}$ over the antisymmetric relative function confirmed the formula at six separations from 0.5 to 6 Å.

## (e) Which separation matters?

**Question.** At large $R$, replace the localized orbitals by the even and odd combinations $h=(A+B)/\sqrt2$ and $e=(A-B)/\sqrt2$. Both now have their centroid midway between the sites. Does the splitting change, and what does exchange contribute?

**Solution.** Substitution gives $h(1)e(2)-e(1)h(2)=-[A(1)B(2)-B(1)A(2)]$. The state is the same apart from its sign, so $D$ is unchanged. To see how the terms share it, neglect the overlap density $AB$. Then $h^2=e^2=\tfrac12(A^2+B^2)$ and $he=\tfrac12(A^2-B^2)$, so

$$h^2(1)e^2(2)=\tfrac14\left[A^2A^2+B^2B^2+A^2B^2+B^2A^2\right],$$

$$h(1)e(1)h(2)e(2)=\tfrac14\left[A^2A^2+B^2B^2-A^2B^2-B^2A^2\right],$$

where the first factor refers to electron 1 and the second to electron 2. In the difference, configurations with both electrons on one site cancel. The remaining density, $\tfrac12(A^2B^2+B^2A^2)$, places them on opposite sites.

For spherical $A$ and $B$ the same-site terms give no dipolar average, so direct and exchange each supply half of $D$. At $R=6$ Å the computed direct share is 0.50000 for the even and odd orbitals and 1.00000 for the localized ones. Exchange between localized orbitals is short-ranged; exchange between delocalized orbitals need not be. The relevant separation is that of the electrons in the pair density, not the distance between the centroids of $h$ and $e$.

## (f) The tail for densities of general shape

**Question.** Let $h$ and $e$ be localized around centroids a distance $R$ apart along $\mathbf n$, with negligible overlap. Find the first correction to the point-dipole law. Assume that the principal axes of the spread are $\mathbf n$, 1 and 2.

**Solution.** Exchange may now be dropped. Write $\mathbf r=\mathbf R+\boldsymbol\xi$. In the direct density the electrons are independent, so $\langle\boldsymbol\xi\rangle=0$ and $M_{cd}=\langle\xi_c\xi_d\rangle$ is the sum of the two orbital covariances. Away from contact,

$$\langle t_{ab}\rangle=-\partial_a\partial_b\left\langle\frac1{|\mathbf R+\boldsymbol\xi|}\right\rangle\simeq-\partial_a\partial_b\left[\frac1R+q(\mathbf R)\right],$$

$$q=\frac12\sum_{cd}M_{cd}\,\partial_c\partial_d\frac1R=\frac{\sum_{cd}N_{cd}R_cR_d}{2R^5},\qquad N_{cd}=3M_{cd}-\delta_{cd}\mathrm{Tr}\,M .$$

The linear term is absent because $R$ joins the centroids. On the axis, $q=N_{nn}/(2R^3)$, whose second derivative is $6N_{nn}/R^5$; that of $1/R$ is $2/R^3$. With $N_{nn}=2M_n-M_1-M_2$, the axial parameter is

$$D=\frac{3C}4\langle t_{nn}\rangle=-\frac{3C}{2R^3}\left[1+\frac{3(2M_n-M_1-M_2)}{R^2}+\dots\right].$$

For a small transverse step $x$ along axis 1,

$$q=\frac{N_{nn}R^2+N_{11}x^2}{2(R^2+x^2)^{5/2}},\qquad \partial_x^2q\big|_{x=0}=\frac{N_{11}-\frac52N_{nn}}{R^5}.$$

Subtracting the same result for axis 2 removes $N_{nn}$ and leaves $3(M_1-M_2)/R^5$. The $1/R$ term is equal along both axes. Hence

$$\frac{D_{11}-D_{22}}2=-\frac{3C}4\,\frac{M_1-M_2}{R^5}+\dots$$

Unequal transverse spreads thus produce a rhombic splitting that falls two powers faster than the axial one. For the Gaussian pair $M$ is isotropic and both corrections vanish, in agreement with part (d).

The expansion describes a pair with one well-defined separation. If the exciton spreads over several separations, the formula of part (b) must be used. Contributions from different directions can then cancel, and the mean distance alone does not determine $D$.

## (g) One molecule and two

**Question.** Evaluate the splitting for the π and π* frontier orbitals of planar ethylene. Then place the hole in π of one molecule and the electron in π* of a second, stacked face to face, and compare the decay with part (f).

**Solution.** The orbitals are from a ground-state RHF/6-31G calculation with C=C 1.33 Å, C-H 1.09 Å and HCC angles of 120°. The π* orbital is a virtual one, not optimized for the triplet. These are results of a two-orbital model, not predictions of a measured splitting. They are also not converged in the basis, so the digits shown belong to 6-31G only. The monomer $D$ found below, $-10114$ MHz, becomes about $-10030$ MHz in cc-pVDZ, $-8730$ MHz in cc-pVTZ and $-3700$ MHz in 6-31+G*, where the virtual π* turns diffuse. Orbitals optimized for the triplet (ROHF) give about $-12000$ MHz in 6-31G and cc-pVDZ. The sign of $D$ and its principal axis are the same in all these cases.

For one molecule, the component along C=C is

$$D_{yy}=-2356.4-4386.3=-6742.7\ \text{MHz},$$

where the second term is the exchange contribution with its minus sign. It is the larger part of this component; like the even and odd orbitals of part (e), π and π* occupy the same atoms. The other principal values are 2588.8 MHz along the molecular normal and 4154.0 MHz along the remaining in-plane axis. By the ordering of part (c), the C=C direction is the principal $z$ axis, so

$$D=\tfrac32(-6742.7)\approx-10114\ \text{MHz}=-0.337\ \text{cm}^{-1},$$

$$E=\tfrac12(2588.8-4154.0)=-782.6\ \text{MHz}=-0.026\ \text{cm}^{-1}.$$

The transitions lie at about 1565, 9332 and 10897 MHz. Point spins on the two carbons would give $-78061.5/1.33^3\approx-33180$ MHz, over three times the computed magnitude. At this distance the orbital shapes cannot be ignored.

In the stack, $x$ is the stacking direction and $y$ is along C=C. The monomer orbitals are frozen, and $D=\tfrac32D_{xx}$. By symmetry the two unpaired orbitals are orthogonal to each other, but they are not orthogonal to all occupied orbitals of the neighboring molecule, as part (b) assumes. At 3.5 Å this matters for small corrections, including the size and sign of the exchange part, so the values at that distance describe the frozen two-orbital model only. The point-dipole value at 10 Å is $-78.06$ MHz, while the orbitals give $-79.79$ MHz. The summed second moments are $M_x=1.474$, $M_y=1.652$ and $M_z=0.491$ Å². The predicted relative correction is

$$\frac{3(2\times1.474-1.652-0.491)}{10^2}\approx0.024,$$

against a computed 0.022. At 40 Å the computed excess is 0.0015. The two $R^{-5}$ coefficients, extracted from the tensors at 20 and 40 Å, agree with the moments: 2.414 Å² for the axial combination and 1.161 Å² for $M_y-M_z$. This agreement tests part (f); the coefficient itself depends on the orbitals, and the axial one is 2.97 Å² in cc-pVTZ, 8.2 Å² in 6-31+G* and about 1.7 Å² with triplet ROHF orbitals.

At short range the expansion fails. The ratio of $D$ to the point-dipole value is 1.065 at 5 Å but 1.035 at 3.5 Å, where the first correction alone would give about 1.20. Exchange is not the main reason: it changes $D$ by about $+14$ MHz out of $-1885$ MHz, and removing it raises the ratio only to about 1.04. The rest of the discrepancy lies in the direct term, whose finite, extended densities are not described by second moments alone at this distance. The ratio without exchange at 3.5 Å depends on the basis: it is 1.00 in cc-pVDZ and 0.94 in cc-pVTZ, while at 5 Å it stays near 1.06 in both.

In the frozen two-orbital model, the exchange part drops to 0.017 MHz at 5 Å and about $3\times10^{-8}$ MHz at 7 Å. Values this small are still sensitive to the missing orthogonality, although the total $D$ at 5 Å hardly is. Its rate of fall reflects the Gaussian tails of the basis and should not be read as the decay law of real orbitals. The printed zeros at 20 and 40 Å mean that it is numerically negligible there. The full set of distances is in the numerical output.

## Computed results

```
dipolar constant C = 52041.02 MHz A^3
point-dipole constant -3C/2 = -78061.52 MHz A^3
Fock-space test, largest deviation = 5.5e-15 (no unit)
Gaussian pair: exponent a = 1.0 A^-2
 R = 0.5 A: D = -22237.61 MHz, point dipole -624492.19 MHz, F = 0.03561
 R = 1.0 A: D = -18629.31 MHz, point dipole -78061.52 MHz, F = 0.23865
 R = 2.0 A: D = -8386.80 MHz, point dipole -9757.69 MHz, F = 0.85951
 R = 3.0 A: D = -2883.00 MHz, point dipole -2891.17 MHz, F = 0.99718
 R = 4.0 A: D = -1219.70 MHz, point dipole -1219.71 MHz, F = 0.99999
 R = 6.0 A: D = -361.40 MHz, point dipole -361.40 MHz, F = 1.00000
 direct share of D at 6.0 A, even/odd orbitals = 0.50000
 direct share of D at 6.0 A, localized orbitals = 1.00000
 limit of D at R -> 0 = -23488.8 MHz
 F reaches 0.99 at R = 2.734 A
ethylene, RHF/6-31G: C=C 1.33 A, C-H 1.09 A, HCC 120 deg
 total energy = -78.002753 hartree
 x (normal): direct -572.6, minus exchange 3161.4, D_kk 2588.8 MHz
 y (C=C): direct -2356.4, minus exchange -4386.3, D_kk -6742.7 MHz
 z (in plane): direct 2929.0, minus exchange 1224.9, D_kk 4154.0 MHz
 contact trace: direct 29503.7, exchange 29503.7 MHz
 D = -10114.1 MHz = -0.33737 cm^-1
 E = -782.6 MHz = -0.02610 cm^-1
 levels = -4154.0, -2588.8, 6742.7 MHz
 transitions = 1565.2, 9331.5, 10896.7 MHz
stack along x: summed second moments M_x, M_y, M_z = 1.4740, 1.6521, 0.4913 A^2
 R = 3.5 A: D = -1884.7855, point -1820.6769, exchange part 1.4e+01 MHz, ratio 1.0352
 R = 5.0 A: D = -665.3527, point -624.4922, exchange part 1.7e-02 MHz, ratio 1.0654
 R = 7.0 A: D = -236.8812, point -227.5846, exchange part 3.4e-08 MHz, ratio 1.0408
 R = 10.0 A: D = -79.7877, point -78.0615, exchange part 6.9e-21 MHz, ratio 1.0221
 R = 20.0 A: D = -9.8153, point -9.7577, exchange part 0.0e+00 MHz, ratio 1.0059
 R = 40.0 A: D = -1.2215, point -1.2197, exchange part 0.0e+00 MHz, ratio 1.0015
 3(2M_x-M_y-M_z): from D 2.4136, from moments 2.4135 A^2
 M_y-M_z: from rhombic part 1.1608, from moments 1.1608 A^2
```
